\section*{Image hopping in a defect supercell: Gamma versus the quarter point}

\section{A row of defects}

A defect in a periodic supercell is never alone. Its orbital overlaps the copies in neighbouring cells, and the localized level becomes a band. Which energy of that band should be read as the defect level?

Take first a single row of cells of length $L$. Each cell $n$ holds one real, non-degenerate defect orbital $|n\rangle$. The orbitals are orthonormal, and the Hamiltonian has
\begin{equation}
\langle n|H|n\rangle=e_0,\qquad \langle n|H|n\pm1\rangle=-t ,
\end{equation}
with all other elements zero. A Bloch state has amplitude $c_n=e^{i\theta n}$, where $\theta=kL$ is the phase gained across one cell. The Schr\"odinger equation at site $n$ is
\begin{equation}
e_0c_n-t(c_{n+1}+c_{n-1})=E\,c_n .
\end{equation}
Dividing by $c_n$ gives
\begin{equation}
E=e_0-t(e^{i\theta}+e^{-i\theta})=e_0-2t\cos\theta .
\end{equation}

At $\theta=0$ both neighbours have the same amplitude as the central orbital. Each contributes $-t$, so the level is $e_0-2t$. At $\theta=\pi/2$ the neighbours carry $i$ and $-i$. Their sum is zero and $E=e_0$.

A real picture shows why. The states at $\theta=\pi/2$ and $-\pi/2$ have the same energy, so half their sum is also an eigenstate. Its amplitudes are $\cos(\pi n/2)$, that is $1,0,-1,0,\dots$ An occupied defect has empty neighbours, so nearest-neighbour hopping cannot change its energy. An empty defect sits between amplitudes $1$ and $-1$, which cancel, so it stays empty.

\section{The simple-cubic supercell}

Now let the cells form a simple-cubic lattice with vectors $\mathbf R=L(n_x,n_y,n_z)$. The Bloch state is $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$. Projecting the Schr\"odinger equation on the orbital at the origin gives
\begin{equation}
E(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle 0|H|\mathbf R\rangle .
\end{equation}
Keep the diagonal term $e_0$ and the six nearest images, each with element $-t$. Pairing $\mathbf R$ with $-\mathbf R$ on each axis,
\begin{equation}
E(\mathbf k)=e_0-tA(\mathbf k),\qquad
A=2(\cos\theta_x+\cos\theta_y+\cos\theta_z),
\label{band}
\end{equation}
where $\theta_j=k_jL$. At Gamma all three cosines are 1, so $A=6$ and
\begin{equation}
E(\Gamma)=e_0-6t .
\end{equation}
At the quarter point
\begin{equation}
\mathbf k_q=\frac{2\pi}{L}\left(\tfrac14,\tfrac14,\tfrac14\right)
\quad\Rightarrow\quad \theta_x=\theta_y=\theta_z=\frac{\pi}{2},
\end{equation}
all three cosines vanish, so $A=0$ and
\begin{equation}
E(\mathbf k_q)=e_0 .
\end{equation}
Within this model the result is exact, whatever the size of $t$. For $t>0$ Gamma is the bottom of the band and its level is too low; for $t<0$ it is too high by $6|t|$. At the opposite limit, $\theta_j=\pi$ on every axis, the level is $e_0+6t$, so the full width is $12|t|$. Each cosine averages to zero over the Brillouin zone, so $e_0$ is also the band mean. The quarter point gives with one $\mathbf k$ what an average over the whole zone would give.

As a test, take a periodic block of $4\times4\times4$ defects with $e_0=-2.0000$ eV and $t=0.05426$ eV, a value obtained below. Its real-space Hamiltonian has lowest level $-2.3256$ eV, and the Bloch vector at the quarter point is an eigenvector at $-2.0000$ eV. The difference is $6\times0.05426=0.3256$ eV.

\section{What the cancellation needs}

If the hoppings differ between axes, $E=e_0-2\sum_jt_j\cos\theta_j$. Gamma is shifted by $-2(t_x+t_y+t_z)$, while at the quarter point each axis still cancels separately. Cubic symmetry is therefore not needed at this stage. Equal hopping to $\mathbf R$ and $-\mathbf R$ is needed, and it follows from translation, hermiticity and reality:
\begin{equation}
\langle0|H|{-\mathbf R}\rangle=\langle\mathbf R|H|0\rangle
=\langle0|H|\mathbf R\rangle^*=\langle0|H|\mathbf R\rangle .
\end{equation}
If the hopping is complex, $-te^{\pm i\varphi}$ along $\pm j$, one axis contributes $-2t\cos(\theta_j+\varphi)$. At $\theta_j=\pi/2$ this is $2t\sin\varphi$, which is not zero. Such a uniform phase only shifts the origin of $\mathbf k$; a real magnetic field gives phases that depend on position and lies outside this Bloch form.

The orbitals were also taken as orthonormal. Suppose instead that nearest orbitals have overlap $s$ and raw matrix element $-h$. The Bloch equation becomes
\begin{equation}
e_0-hA=E(1+sA)\quad\Rightarrow\quad E=\frac{e_0-hA}{1+sA}.
\end{equation}
Subtracting $e_0$ and setting $A=6$,
\begin{equation}
E(\Gamma)-e_0=\frac{e_0-6h-e_0-6se_0}{1+6s}
=-\frac{6(h+se_0)}{1+6s}.
\end{equation}
The quarter point has $A=0$ and still gives $e_0$. For $s=0.02$, $h=0.09426$ eV and $e_0=-2$ eV, the Gamma shift is $-6(0.05426)/1.12=-0.2907$ eV, not $-6h=-0.566$ eV. The shift $-6t$ thus refers to an orthonormal basis with nearest hopping only; it is recovered for $s\to0$, with $h=t$. With overlap $E$ is nonlinear in $A$, so the band mean is no longer $e_0$: in this example it lies $0.00655$ eV higher.

\section{A second orbital nearby}

The single-orbital assumption can fail at the quarter point itself. Let an $s$-like level at energy 0 have three $p$-like levels at height $\Delta$ in the same cell. An odd orbital $p_j$ has hopping $u$ to the $s$ orbital on one side and $-u$ on the other. The Bloch coupling has the form
\begin{equation}
u e^{i\theta_j}-u e^{-i\theta_j}=2iu\sin\theta_j .
\end{equation}
It vanishes at Gamma and is largest at $\theta_j=\pi/2$. Let the nearest-image hopping between $p$ orbitals connect like orbitals only; its cosines vanish there. The $s$ level then couples to one normalized combination of the three $p$ levels, with squared strength $3(2u)^2=12u^2$. The two-level equation is
\begin{equation}
E(E-\Delta)=12u^2\quad\Rightarrow\quad
E=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+12u^2}
\end{equation}
for the lower level. For $\Delta\gg u$ this is about $-12u^2/\Delta$; for $\Delta\to0$ it is $-\sqrt{12}\,|u|$, first order in the hopping. With $\Delta=1.0$ eV and $u=0.05426$ eV the shift is $-0.0342$ eV. Although $\Delta/u$ is about 18, this shift is several times the quarter-point error found below, so what must be small is $12u^2/\Delta$ compared with the accuracy wanted. Opposite parity is not the only case: a $d_{xy}$-like level couples to the $s$ level through the $(110)$ images in proportion to $\sin\theta_x\sin\theta_y$, which also vanishes at Gamma and is largest at the quarter point.

\section{Farther images}

Let $-t_{\mathbf n}$ be the hopping to the image at $L\mathbf n$, equal for all members of a cubic shell. At the quarter point the phase is $i^{n_x+n_y+n_z}$. If $n_x$ is odd, the images with $n_x$ and $-n_x$ cancel, because
\begin{equation}
i^{n_x}+i^{-n_x}=2\cos(\pi n_x/2)=0 .
\end{equation}
The same holds for the other components, so a shell survives only if all its components are even. The shells $(100)$, $(110)$ and $(111)$ drop out. The first survivor is $(200)$, whose six images each have phase $-1$. With $\bar E$ the band mean,
\begin{align}
E(\Gamma)&=\bar E-6t_{100}-12t_{110}-8t_{111}-6t_{200}-\dots,\\
E(\mathbf k_q)&=\bar E+6t_{200}+\dots
\label{shells}
\end{align}

This fits the real picture of the row. In three dimensions the pattern $\prod_j\cos(\pi n_j/2)$ occupies only defects with all $n_j$ even. They form a lattice of spacing $2L$ with alternating signs.

\section{A defect in an explicit host}

So far the hoppings were given. To see where they come from, take a cubic host lattice of spacing $a$ with one band,
\begin{equation}
\varepsilon(\mathbf q)=2V\sum_j(1-\cos q_ja),
\end{equation}
whose lower edge is the zero of energy. Lower one site by $U$. A bound state at $-D$ obeys $(H_0+D)\psi=U\psi(0)|0\rangle$. With $g(\mathbf r;D)=\langle\mathbf r|(H_0+D)^{-1}|0\rangle$ this gives $\psi(\mathbf r)=U\psi(0)g(\mathbf r;D)$. At the origin $\psi(0)$ cancels, and the isolated depth $D_0$ satisfies
\begin{equation}
\frac1U=g(0;D_0).
\end{equation}
In the supercell every image site is lowered, and Bloch's theorem gives $\psi(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(0)$. The contributions at the origin add to
\begin{equation}
\frac1U=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g(\mathbf R;D).
\label{sum}
\end{equation}
At the quarter point the odd images cancel inside this equation, before it is solved for $D$. Keep the first surviving shell and expand $g(0;D)\simeq g(0;D_0)-|g_0'|(D-D_0)$, where $g_0'=\partial g(0;D)/\partial D$ at $D_0$ is negative:
\begin{equation}
0=-|g_0'|(D-D_0)-6g(2L;D_0).
\end{equation}
Since $E=-D$, the error relative to the isolated level is
\begin{equation}
E(\mathbf k_q)+D_0\simeq\frac{6g(2L;D_0)}{|g_0'|}>0 .
\label{qerr}
\end{equation}

The range of $g$ follows from the host band. Along an axis, an evanescent wave $e^{-\kappa x}$ at energy $-D_0$ requires $2V(1-\cosh\kappa a)=-D_0$, so
\begin{equation}
\cosh\kappa a=1+\frac{D_0}{2V}.
\end{equation}
In the continuum limit $rg$ obeys $(rg)''=\kappa^2rg$ away from the origin, so $g\propto e^{-\kappa r}/r$. Doubling the image distance therefore roughly squares the small exponential.

\section{Numbers for a 1 nm cell}

Take $V=3.0$ eV, $a=0.25$ nm, $L=1.0$ nm and $D_0=2.0$ eV. Then $\cosh\kappa a=1.333$ and $1/\kappa=0.314$ nm. Comparing $\varepsilon\simeq Va^2q^2$ with $\hbar^2q^2/2m$ gives $m=\hbar^2/(2Va^2)=0.203$ electron masses. The site must be lowered by $U=16.219$ eV.

Diagonalizing the supercell for many $\mathbf k$ and Fourier analysing the lowest band gives $t_{100}=0.05426$ eV. The nearest-neighbour Gamma shift is $-0.326$ eV. The complete Gamma level is $-2.367$ eV, an error of $-0.367$ eV relative to the isolated level; the $(110)$ shell alone adds $-0.055$ eV. The quarter-point level is $-1.994$ eV, an error of $+0.006$ eV. Estimate (\ref{qerr}) gives $0.0065$ eV against the computed $0.0061$ eV. Solving (\ref{sum}) directly reproduces both diagonalized levels to within $10^{-6}$ eV.

One result looks odd. The band mean is $-1.9894$ eV, which is $0.0106$ eV above the isolated level, and $t_{200}=-0.00078$ eV is negative although $g$ is positive. To see why, keep only the first images in (\ref{sum}). Then $D$ depends on $\mathbf k$ through $A$ alone, with $D=D_0$ at $A=0$, and
\begin{equation}
E=-D_0-\tau A+\gamma A^2+\dots
\end{equation}
Squaring $A$ gives
\begin{equation}
A^2=6+2\sum_j\cos2\theta_j+8\sum_{i<j}\cos\theta_i\cos\theta_j .
\end{equation}
The quadratic term raises the mean by $6\gamma$. Matching $2\gamma\cos2\theta_j$ to $-2t_{200}\cos2\theta_j$, it adds $-\gamma$ to $t_{200}$. From the mean, $\gamma\simeq0.0106/6=0.0018$ eV. The direct part of $t_{200}$ is $0.0065/6=0.0011$ eV. Adding $-\gamma$ to it gives $0.0011-0.0018=-0.0007$ eV, close to the computed value. In (\ref{shells}) the two effects of $\gamma$ cancel, $6\gamma-6\gamma=0$. In this host the quarter point therefore lies closer to the isolated level than the band mean does.

With the defect held fixed, $L=1.5$ nm gives errors of $-0.049$ eV at Gamma and $0.00017$ eV at the quarter point. The tail $e^{-\kappa r}/r$ predicts reduction factors
\begin{equation}
\frac{e^{-0.5/0.314}}{1.5}=0.14,\qquad
\frac{e^{-1.0/0.314}}{1.5}=0.028,
\end{equation}
and the computed ratios are $0.13$ and $0.029$. At $L=2.0$ nm the Gamma error is still $-0.007$ eV.

A lighter mass along one axis lengthens the tail. With host hoppings of 3.0, 3.0 and 4.5 eV, and $U$ reset to keep $D_0=2.0$ eV, the errors in the 1 nm cell are $-0.49$ eV at Gamma and $+0.012$ eV at the quarter point.

\section{The band edge and the charge}

A trap depth needs two energies, and the quarter point suits only one of them. In the perfect host with $L=4a$, a phase $\pi/2$ across the cell means $q_ja=\pi/8$ for the lowest state. Its energy is
\begin{equation}
6V\left(1-\cos\frac{\pi}{8}\right)=1.370\ \text{eV}
\end{equation}
above the true edge. Reading both energies at the quarter point would give a depth of $1.994+1.370=3.364$ eV instead of about 2.0 eV. The defect level should come from the quarter point and the host edge from the true band minimum, with both on a common potential reference. This rule is for a cell with orthogonal or nearly orthogonal edges. In a face-centred cell the images at $\mathbf a_i-\mathbf a_j$ are also nearest and keep phase $+1$: in the same host, a phase $\pi/2$ on each cell vector leaves an error of $-0.18$ eV in a 54-site fcc cell (Gamma: $-0.38$ eV) and $+0.04$ eV in a 108-site bcc cell (Gamma: $-0.13$ eV). The rule also needs a single non-degenerate level whose tail is short against the cell; here $\kappa L\approx3.2$. In the same 1 nm cell, with $U$ reset, depths of 1.0, 0.5 and 0.2 eV ($\kappa L=2.3$, 1.6, 1.0) give quarter-point errors of 0.023, 0.056 and 0.115 eV. These are smaller than the Gamma errors of $-0.56$, $-0.69$ and $-0.76$ eV, but a shallow level still needs a larger cell: at a depth of 0.1 eV the quarter-point error, 0.16 eV, exceeds the depth and puts the level above the true edge.

The choice of $\mathbf k$ also does not remove the electrostatic image error. A point charge $e$ in a cubic cell with a neutralizing background has image energy
\begin{equation}
E_{\rm im}=-\frac{\alpha e^2}{8\pi\epsilon_0\epsilon_rL},\qquad \alpha=2.8373 .
\end{equation}
For $L=1.0$ nm this is $-0.51$ eV at $\epsilon_r=4$ and $-0.10$ eV at $\epsilon_r=20$. It is a total energy per cell and must be corrected separately. The images also act on the level itself: their potential at the defect is $2E_{\rm im}/e$, so for a point-like positive charge the potential energy of an electron at the defect site is raised by about 1.02 eV and 0.20 eV relative to the average potential. The level does not follow this value equally at every $\mathbf k$, because the orbital is extended and the Coulomb potential changes the dispersion. With that potential added to the host model and $U$ reset to keep the isolated level at $-2.0$ eV, the quarter-point level lies 0.99 eV ($\epsilon_r=4$) and 0.205 eV ($\epsilon_r=20$) above the isolated level, and its distance from the Gamma level grows from 0.37 eV to 0.58 and 0.41 eV. On a finer host lattice ($a=L/6$, same mass) the first two values barely move, 0.99 and 0.204 eV, while the distance grows from 0.33 eV to 0.56 and 0.37 eV.

\section{Beside hafnium dioxide}

The cell size, depth and light mass lie in the rough regime of an oxygen vacancy in hafnium dioxide, with permittivity roughly 4 for fixed ions and 20 for relaxed ones. The host band width, $12V=36$ eV, is far larger than that of the real conduction band; the model represents the tail below the edge, not the band itself. It also omits the valence band and lattice relaxation. Monoclinic hafnium dioxide breaks the cubic assumption. For cell vectors $\mathbf a_1,\mathbf a_3$ at an angle of roughly $99^\circ$, the nearest images still cancel, but those at $\pm(\mathbf a_1+\mathbf a_3)$ and $\pm(\mathbf a_1-\mathbf a_3)$ have unequal hoppings $t_+$ and $t_-$ and phases $-1$ and $+1$. They leave $2(t_+-t_-)$. For 1 nm edges the distances are about 1.30 and 1.52 nm, so the tail makes the direct part of $t_+$ about 2.4 times that of $t_-$. The Fourier value $t_{110}=0.0046$ eV contains a part $-2\gamma$ from the $A^2$ term, so the direct part is about $0.008$ eV. With that as the scale the level moves by about 0.015 eV, more than the cubic quarter-point error but still far below the Gamma error. Reversing the sign of the third component of $\mathbf k_q$ exchanges the two phases and reverses the shift, so the mean of the two points removes it to this order.

For a gate stack the size of the error matters because the escape rate from a trap depends exponentially on its depth. At weak field the emission is thermally activated. At 358 K the thermal energy is 0.0309 eV. If the level error passes unchanged into the emission barrier, and the prefactor is held fixed, the Gamma error changes the rate by $e^{0.367/0.0309}\approx10^5$; the cubic quarter-point error changes it by about 20\%. At strong field the model trap empties by tunnelling instead. The exponent $2\int\kappa\,dx$ through the tilted barrier is about 29 at 3 MV/cm, against $D_0/k_BT\approx65$, and the two are equal near 1.3 MV/cm. At 3 MV/cm the Gamma error changes the tunnelling rate by about $3\times10^3$ and the quarter-point error by about 14\%. These factors belong to the assumed mass of 0.2 and are not properties of hafnium dioxide: at the same depth, spacing and cell, masses of 0.5 and 1.0 give Gamma errors of $-0.055$ and $-0.0093$ eV, that is thermal factors of about 6 and 1.35. At fixed mass a finer host lattice moves the Gamma error from $-0.37$ to about $-0.32$ eV. A gate field of 3 MV/cm shifts the isolated model level by only about $-0.00025$ eV relative to the local potential, but that potential itself changes by 0.3 eV across 1 nm and must be added when the trap is placed in the stack. The model trap has no Coulomb tail; if emission leaves the trap with charge $+e$, the same field lowers the barrier by $\sqrt{e^3F/\pi\epsilon_0\epsilon_r}$, about 0.66 eV at $\epsilon_r=4$ and 0.29 eV at $\epsilon_r=20$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
host hopping V = 3.00 eV, host spacing a = 0.25 nm
supercell edge L = 1.00 nm, isolated level = -2.0000 eV
host band mass = 0.203 electron masses
defect site lowering U = 16.219 eV
decay length 1/kappa = 0.314 nm
nearest-image hopping t = 0.05426 eV
nearest-neighbour Gamma shift -6t = -0.3256 eV
nearest-neighbour band width 12t = 0.6511 eV
defect band mean = -1.9894 eV
band mean minus isolated level = 0.0106 eV
full host model, Gamma level = -2.3671 eV
full host model, quarter-point level = -1.9939 eV
shell (1, 0, 0): 6 images, quarter sum 0, hopping 0.05426 eV, Gamma part -0.3256 eV
shell (1, 1, 0): 12 images, quarter sum 0, hopping 0.00459 eV, Gamma part -0.0551 eV
shell (1, 1, 1): 8 images, quarter sum 0, hopping 0.00078 eV, Gamma part -0.0062 eV
shell (2, 0, 0): 6 images, quarter sum -6, hopping -0.00078 eV, Gamma part 0.0047 eV
torus model: Gamma level -2.3256 eV, quarter level -2.0000 eV
overlap s = 0.02, raw element h = 0.09426 eV: Gamma shift -0.2907 eV
p level 1.0 eV above, sp hopping = t: quarter-point shift -0.0342 eV
leading (200) estimate of quarter error = 0.00650 eV
L = 1.00 nm: Gamma error -0.36712 eV, quarter error 0.006054 eV
L = 1.50 nm: Gamma error -0.04872 eV, quarter error 0.000174 eV
L = 2.00 nm: Gamma error -0.00699 eV, quarter error 0.000005 eV
anisotropic host hoppings = (3.0, 3.0, 4.5) eV
anisotropic host: Gamma error -0.4916 eV, quarter error 0.0117 eV
host edge misread at quarter point by 1.3702 eV
cubic Madelung constant = 2.8373
charge +1, rough electronic permittivity 4: image energy -0.511 eV
charge +1, rough static permittivity 20: image energy -0.102 eV
gate field 3.0 MV/cm: Stark shift -0.000242 eV
thermal energy at 358 K = 0.0309 eV
\end{verbatim}
